Thin-oxide growth time by integrating the reciprocal Massoud rate

A bare silicon wafer enters a furnace filled with dry oxygen. Oxygen crosses the oxide already present and reacts at the silicon interface, so growth slows as the film thickens. In the first nanometres the film grows faster than transport and a simple interface reaction would give, and this excess dies away over a few tens of nanometres. How long must the wafer stay in the furnace to reach a chosen thickness?

**The rate law and the obvious scheme**

Let x be the oxide thickness and t the time. The Massoud rate is

dx/dt = R(x) = B/(A + 2x) + C₁ exp(−x/L₁) + C₂ exp(−x/L₂).

The first term is the Deal-Grove rate: B is the parabolic constant, and B/A is the linear rate at x = 0. The exponentials are an empirical description of the early excess, with strengths C₁, C₂ and decay lengths L₁, L₂. All parameters are taken as positive and constant, which means fixed temperature, pressure and ambient. Growth starts at x₀ ≥ 0 when t = 0.

The obvious scheme is explicit Euler with a time step h:

xₙ₊₁ = xₙ + h R(xₙ).

Take round model parameters B = 200 nm²/min, A = 160 nm, C₁ = 4 nm/min, L₁ = 1 nm, C₂ = 1.5 nm/min, L₂ = 7 nm, and x₀ = 0. The initial rate is

R(0) = 200/160 + 4 + 1.5 = 6.75 nm/min.

A step of 1 min therefore gives 6.75 nm. The accurate solution is 3.27 nm, so Euler is too high by 106% of the true thickness. It has applied the rate of a bare surface for a whole minute, although the film leaves that regime within seconds.

A second fault appears when the same step starts from 0.5 nm. Euler then gives 5.56 nm, less than the 6.75 nm reached from the bare surface. The wafer that began with more oxide ends with less. In the true solution the order is kept: 3.47 nm against 3.27 nm.

**What limits the time step**

Both faults come from the slope of the rate,

R′(x) = −2B/(A + 2x)² − (C₁/L₁) exp(−x/L₁) − (C₂/L₂) exp(−x/L₂).

Every term is negative, so R decreases. Every term also shrinks in magnitude as x grows, so |R′| is largest at x₀.

Two nearby thicknesses separated by δx are separated after one Euler step by

δxₙ₊₁ ≈ [1 + h R′(xₙ)] δxₙ.

Order is preserved at all thicknesses from x₀ upward if the bracket never becomes negative, which requires

h ≤ 1/|R′(x₀)|.

If h > 2/|R′(x₀)|, the bracket is below −1 at the start, and small differences there change sign and grow.

The true solution behaves differently. Two films grown for the same time t satisfy

∫ dx′/R(x′) from x₀ to x(t) = t.

Shift the start by δx₀ and keep t fixed. The upper limit adds δx/R(x) and the lower limit removes δx₀/R(x₀). Their difference must vanish, so

δx(t)/δx₀ = R(x(t))/R(x₀).

This ratio is positive and less than one for t > 0: differences shrink and never change sign.

For the example,

|R′(0)| = 2·200/160² + 4/1 + 1.5/7 = 0.0156 + 4 + 0.2143 = 4.230 per minute.

The order limit is 1/4.230 = 0.236 min and the growth limit is 0.473 min. At 20 nm, 1/|R′| is 44.8 min. A uniform time step that respects the order limit is thus set by a short opening stage and then kept through a long stage that does not need it.

This is a restriction of accuracy and order, not a threshold for numerical blow-up. R is positive and decreasing, so no Euler step can exceed hR(x₀), and the growth of differences ends once the film is thick enough for |R′| to fall. The damage is an early error that the rest of the calculation inherits.

**Euler is already a quadrature, with badly placed panels**

Because R is positive, x(t) increases strictly and can be inverted. Thickness can then serve as the independent variable:

dt/dx = 1/R(x),

T(X) = ∫ dx/R(x) from x₀ to X.

Now read the Euler step in this form. It advances the thickness by wₙ = hR(xₙ) and charges for it the time

h = wₙ · 1/R(xₙ).

That is a left-rectangle estimate of the integral over a panel of width wₙ. Since 1/R increases with x, its left value is the smallest in the panel, and the true time needed to cross the panel is at least h. Summed over panels, the true time to reach an Euler thickness is never less than the elapsed time. Euler therefore never underestimates the film.

The size of the error follows from a Taylor expansion of f = 1/R about xₙ. The true panel time minus the Euler time is, to leading order,

∫ [f(x) − f(xₙ)] dx ≈ ½ wₙ² f′(xₙ).

With f′ = −R′/R² and wₙ = hR(xₙ), the factors R² cancel:

½ h² R² · (−R′/R²) = −½ h² R′(xₙ).

Summing over steps, one factor h becomes dt:

D ≈ (h/2) ∫ (−R′) dt = (h/2) ∫ (−R′/R) dx = (h/2) ln[R(x₀)/R(X)].

Here D is the true time for the final Euler thickness minus the elapsed time. The formula holds for h|R′| ≪ 1.

The panels are widest where R is largest, at the start, which is also where R changes most rapidly in time. The remedy is to choose the panels in thickness directly, without letting a time step dictate them.

**Why the exchange of variables removes the restriction**

The right side of dt/dx = 1/R(x) does not contain the unknown t. Any one-step explicit rule for it has the form

tₙ₊₁ = tₙ + (a number that depends on x alone).

An error in tₙ is passed on with factor 1, whatever the panel width. The factor 1 + hR′, which caused the reversal and the growth, has no counterpart. Nor can an early error displace later nodes, because they are fixed beforehand.

The classical fourth-order Runge-Kutta rule shows that explicitness itself is not to blame. Applied to dt/dx = f(x) over a width w, its two middle stages both equal f at the midpoint, and the update becomes

(w/6)[f(x) + 2f(x + w/2) + 2f(x + w/2) + f(x + w)] = (w/6)[f(x) + 4f(x + w/2) + f(x + w)].

This is Simpson's rule. The same explicit method that needs care in time becomes an ordinary quadrature in thickness.

One requirement remains: the nodes must resolve the variation of 1/R, including that due to L₁ and L₂. The exchange removes the time-step restriction, not the need for resolution in thickness.

**Choosing the quadrature**

Left rectangles of equal width H in thickness would still be a first-order method. Their leading error is −(H/2)[f(X) − f(x₀)]. The real gain comes from a higher-order rule.

For Simpson's rule, consider two neighbouring panels of width H centred at x = c, with derivatives of f taken there. The exact integral is

2Hf + (H³/3) f″ + (H⁵/60) f⁗ + …

and Simpson's value is

(H/3)[f(c − H) + 4f(c) + f(c + H)] = 2Hf + (H³/3) f″ + (H⁵/36) f⁗ + …

The difference is H⁵(1/36 − 1/60) f⁗ = (H⁵/90) f⁗. Each pair covers a length 2H, so the sum over pairs gives the leading error

(H⁴/180) [f‴(X) − f‴(x₀)].

Halving H should divide the error by 16. The measured ratio between 160 and 320 panels is 16.03.

Gauss-Legendre quadrature does better on this smooth integrand. Its n nodes are the zeros of the Legendre polynomial Pₙ, mapped to the interval. A polynomial of degree up to 2n − 1 can be written as qPₙ + r, with q and r of degree below n. The part qPₙ integrates to zero by orthogonality and vanishes at every node, while r is integrated exactly by the choice of weights. The rule is therefore exact up to degree 2n − 1. Each weight is positive: the square of the polynomial of degree n − 1 that vanishes at all the other nodes has degree 2n − 2, so its positive integral equals that weight times a positive value. The weights add up to the interval length, because the constant 1 is integrated exactly. The error is therefore at most 2(X − x₀) times the largest deviation of f from the best polynomial of that degree.

That deviation falls geometrically. Map the interval to −1 ≤ z ≤ 1 and put z = cos θ. The Chebyshev coefficients of f are, for k ≥ 1,

aₖ = (1/π) ∫ f(cos θ) exp(ikθ) dθ, from −π to π.

R is analytic and positive on the interval, so 1/R is analytic in a neighbourhood of it. The path can be moved to θ + iη for some η > 0, the side contributions cancelling by periodicity, and the integrand gains a factor exp(−kη). The coefficients, and with them the error of the truncated series, fall at least as fast as a constant times exp(−kη).

**The scheme**

1. Fix x₀, X and the rate parameters.
2. Place n Gauss-Legendre nodes xⱼ with weights wⱼ on the interval from x₀ to X.
3. Compute T = Σⱼ wⱼ/R(xⱼ).
4. Start with n large enough that the first node lies within about L₁ of x₀, or split the interval at a few L₁ and a few L₂ and treat each piece separately. Then double n until T changes by less than the time tolerance. The starting condition matters for thick films: if all nodes lie beyond the exponentials, 1/R looks linear and successive values agree falsely. With the parameters above and X = 2000 nm, n = 2 and n = 4 agree within 0.001 min, yet both are too large by 5.74 min. Raising n by one at a time is a weaker test: when convergence is slow, many small changes can add up to more than the tolerance.

If the thickness at a given time t is wanted instead, solve T(x) = t. Since T′ = 1/R, Newton's iteration is

x_new = x − [T(x) − t] R(x).

Starting from x₀, where T = 0, the first iterate is x₀ + tR(x₀): the Euler step returns, now as a first guess that will be corrected. Its overshoot does no harm. Because T″ = −R′/R² > 0, the curve T(x) lies above its tangents, and at x_new the tangent has the value t. Hence T(x_new) ≥ t, and x_new is not below the root. From there T − t ≥ 0, so the iterates descend. Being bounded below by the root, they converge, and at the limit the correction vanishes, which for R > 0 requires T = t.

For t = 1 min the iterates are 6.750, 3.663, 3.283, 3.274 nm, and the last agrees with direct solution of the differential equation.

**Limits that can be integrated by hand**

Without the exponentials, 1/R = (A + 2x)/B, and

T = [X² − x₀² + A(X − x₀)]/B.

This is the Deal-Grove result. If also A → 0, the interface reaction is no longer a bottleneck, and T = X²/B for x₀ = 0. The initial rate B/A then diverges, and the Euler order limit A²/(2B) goes to zero. At A = 0 Euler cannot take its first step from a bare surface. The reciprocal rate is simply 2x/B, which vanishes there. With X = 20 nm the time is 400/200 = 2.00 min, or 1.94 min if the exponentials are kept. Gauss nodes avoid the endpoint; in Simpson's rule the value 1/R(0) = 0 must be supplied as a limit.

The opposite limit is a film so thin that 2x ≪ A. The Deal-Grove term is then a constant k = B/A. With one exponential of strength C and length L, and x₀ = 0, multiply numerator and denominator by exp(x/L):

T = ∫ exp(x/L) dx/[k exp(x/L) + C] = (L/k) ln{[k exp(X/L) + C]/(k + C)}.

For X ≪ L, the numerator in the logarithm is k + C + kX/L to first order, so T ≈ X/(k + C): growth at the full initial rate. When k exp(X/L) ≫ C, with 2X ≪ A still true,

T ≈ X/k − (L/k) ln(1 + C/k).

The early excess then acts as a fixed head start in time. It no longer affects the rate, but the time it saved remains.

The quadrature was tested against all three closed forms.

**The 20 nm film**

At the target thickness the Deal-Grove term is 200/(160 + 40) = 1 nm/min. The L₁ term is negligible and the L₂ term adds 0.086 nm/min, so R(20 nm) = 1.086 nm/min. The integral gives

T = 12.93 min (776 s).

Direct high-accuracy integration of dx/dt up to this time returns 20.00 nm. The Deal-Grove term alone would need (400 + 160·20)/200 = 18.00 min, so in this model the exponentials shorten the oxidation by 5.07 min, or 28% of the Deal-Grove time.

The first nanometre takes 0.198 min, only 1.5% of the total, while the last ten take 12.93 − 4.83 = 8.09 min when unrounded times are subtracted. Where growth is fast, 1/R is small, so a given relative error in it costs little time. The start is still where 1/R bends most sharply, and with equal panels it supplies most of the quadrature error: for Simpson's rule with 16 panels, the first 2.5 nm contribute 0.00080 min and the rest −0.00014 min.

Now give each method 16 equal intervals. In time, h = 12.93/16 = 0.808 min, about 3.4 times the order limit. Euler ends at 21.60 nm, 8.0% above the target, with a time defect of 1.50 min. The leading formula would give (0.808/2)·1.827 = 0.74 min; it fails by a factor of two because h|R′(0)| is about 3.4, not small. Fourth-order Runge-Kutta in time ends at 20.07 nm, with a defect of 0.060 min, after 64 rate evaluations.

In thickness, H = 20/16 = 1.25 nm. Left rectangles give an error of −0.49 min, better than Euler but still poor, as expected of a first-order rule. Simpson's rule gives 0.00066 min with 17 rate evaluations. Its error is about 90 times smaller than that of Runge-Kutta in time, with about a quarter of the evaluations.

For a time error of 0.001 min, the Euler formula demands

h = 2·0.001/ln(6.75/1.086) = 0.002/1.827 = 0.001095 min,

which means 11,808 steps. The defect measured with this step is 0.0010006 min, so the leading formula is now reliable. Gauss-Legendre quadrature meets the tolerance with 8 nodes, where its error is 0.00013 min; with 16 nodes the error is 3.5·10⁻⁹ min. These last digits describe the numerical method, not the furnace.

The contrast between 11,808 and 8 should be read with care. The Euler step here is far below the order limit of 0.236 min, so most of its cost comes from first-order accuracy, not from the initial restriction. An adaptive explicit method also copes with the fast start. An adaptive Runge-Kutta run used 98 rate evaluations, with a largest step of 3.86 min. Its first steps, 0.0001 and 0.001 min, come from the solver's cautious starting rule at zero thickness, not from the rate law: a constant rate gives the same two. Its final error was not matched to the other methods, so 98 is not a ranking.

**When the reciprocal integral is not enough**

The method rests on R depending on x alone and staying positive. If the temperature or pressure changes during growth, the rate becomes R(x,t), and 1/R can no longer be integrated over x without knowing t. One exception is a rate that factorizes as g(t)r(x), with both factors positive. Then dx/r(x) = g(t) dt, and

∫ dx/r(x) from x₀ to X = ∫ g(t) dt from 0 to T.

The Massoud rate has this form if B, C₁ and C₂ all vary by the same factor while A, L₁ and L₂ stay fixed. A general temperature ramp does not ensure that. A sequence of constant stages is still simple: find the thickness at the end of each stage by Newton's iteration and use it as x₀ for the next, with that stage's parameters.

Accurate quadrature also cannot repair the rate law. If every value of R is too high by 5%, the computed T is the true time divided by 1.05, however many nodes are used. The fitted exponentials should not be trusted outside the thickness range to which they were fitted, and for the first atomic layers a continuous thickness is itself an idealization. The numerical output gives the values behind the comparisons above.

Numbers as computed

```
B = 200 nm^2/min, A = 160 nm
C1 = 4.0 nm/min, L1 = 1.0 nm
C2 = 1.5 nm/min, L2 = 7.0 nm
Target thickness = 20.0 nm
Rate at zero thickness = 6.7500 nm/min
Rate at target = 1.0861 nm/min
Time to 1 nm = 0.19792 min
Time to 2 nm = 0.49740 min
Time to 5 nm = 1.82623 min
Time to 10 nm = 4.83290 min
Time to 20 nm = 12.92626 min
Time to target = 775.58 s
ODE thickness at that time = 20.00000000 nm
Time without exponential terms = 18.0000 min
Time for A=0, no exponentials = 2.0000 min
Time for A=0, with exponentials = 1.9449 min
Rate slope at zero = -4.22991 1/min
Rate slope at target = -0.02231 1/min
Order-preserving Euler step limit = 0.2364 min
Initial difference-growth limit = 0.4728 min
Inverse slope at target = 44.83 min
One-step time = 1.0 min
Euler from 0 nm = 6.7500 nm
Exact from 0 nm = 3.2743 nm
RK4 from 0 nm = 3.5047 nm
Euler from 0.5 nm = 5.5650 nm
Exact from 0.5 nm = 3.4694 nm
Final/initial small difference = 0.16092 (no unit)
Intervals in comparison = 16; time step = 0.8079 min
Euler final thickness = 21.6011 nm
RK4 final thickness = 20.0656 nm
Euler time defect = 1.49773 min
RK4 time defect = 0.06048 min
Left-rectangle time error = -0.49255 min
Simpson time error = 6.608e-04 min
Simpson error ratio, 160/320 panels = 16.027
Gauss error, 4 nodes = 2.501e-02 min
Gauss error, 8 nodes = 1.319e-04 min
Gauss error, 16 nodes = 3.451e-09 min
Chosen time error = 0.001 min
ln(initial/final rate) = 1.82690 (no unit)
Euler steps for this error = 11808
Euler step for this error = 0.001095 min
Measured Euler defect = 0.0010006 min
Predicted Euler defect = 0.0010000 min
Gauss nodes for this error = 8
Newton iterates (nm): 0.00000, 6.75000, 3.66298, 3.28308, 3.27435, 3.27434, 3.27434
Adaptive RK45 rate evaluations = 98
Adaptive first step = 0.00010 min
Adaptive second step = 0.00100 min
Adaptive largest step = 3.8634 min
```
